\section*{Why the Plain Trace of a Green Function Miscounts States}

\section{A charge that feeds back on a transistor}

In a short silicon nanowire transistor, electrons in the source meet a barrier set by the gate. A quantum transport calculation finds their Green function in a given potential, obtains the charge from it, and passes that charge to Poisson's equation, which returns a new potential. The charge requires the number of states at each energy. If the wave function is expanded in overlapping functions, such as atomic orbitals or finite elements, how is that number read from the Green matrix?

One answer is the imaginary part of the plain trace, $-\pi^{-1}\operatorname{Im}\operatorname{Tr}G$. The belief has good grounds. The formula is right in an orthonormal basis. In any basis the plain trace has poles at the right energies, and its spectral density is never negative. The same matrix $G$ also gives the right transmission. What fails is the weight of each pole, and with it the charge.

\section{The weight of each state}

Let $\psi=\sum_i c_i\phi_i$, with linearly independent functions $\phi_i$, and define
\begin{equation}
S_{ij}=\langle\phi_i|\phi_j\rangle,\qquad
H_{ij}=\langle\phi_i|\hat H|\phi_j\rangle .
\end{equation}
Projecting $\hat H\psi=E\psi$ on the basis gives $Hc_n=E_nSc_n$. The norm of a state is $\langle\psi|\psi\rangle=c^\dagger Sc$, not $c^\dagger c$. For a closed system with $N$ functions, put the normalized eigenvectors into the columns of $C$ and the energies into the diagonal matrix $\mathcal E$. Then
\begin{equation}
C^\dagger SC=1,\qquad C^\dagger HC=\mathcal E .
\label{norm}
\end{equation}
The retarded Green matrix is $G(z)=(zS-H)^{-1}$, with $z=E+i\eta$ and $\eta\to0^+$. From (\ref{norm}), $C^\dagger(zS-H)C=z-\mathcal E$. Inverting both sides, then multiplying by $C$ on the left and $C^\dagger$ on the right, gives
\begin{equation}
G=C(z-\mathcal E)^{-1}C^\dagger
=\sum_n\frac{c_nc_n^\dagger}{z-E_n}.
\label{spectral}
\end{equation}
The cyclic property of the trace now yields
\begin{align}
\operatorname{Tr}(GS)&=\sum_n\frac{c_n^\dagger Sc_n}{z-E_n}
=\sum_n\frac1{z-E_n},\\
\operatorname{Tr}G&=\sum_n\frac{c_n^\dagger c_n}{z-E_n}.
\end{align}
Since
\begin{equation}
-\frac1\pi\operatorname{Im}\frac1{E-E_n+i\eta}
=\frac1\pi\frac{\eta}{(E-E_n)^2+\eta^2}
\longrightarrow\delta(E-E_n),
\end{equation}
the density of states is
\begin{equation}
D(E)=\sum_n\delta(E-E_n)
=-\frac1\pi\operatorname{Im}\operatorname{Tr}(GS).
\label{dos}
\end{equation}
The plain trace instead gives each level the weight $w_n=c_n^\dagger c_n$. If $\lambda_{\min}$ and $\lambda_{\max}$ are the extreme eigenvalues of $S$, then $\lambda_{\min}w_n\le c_n^\dagger Sc_n=1\le\lambda_{\max}w_n$, so
\begin{equation}
\lambda_{\max}^{-1}\le w_n\le\lambda_{\min}^{-1}.
\end{equation}

Two equivalent orbitals with real overlap $s$, $|s|<1$, show the effect. Their even and odd states are $(1,\pm1)^T/\sqrt{2(1\pm s)}$, because the norm of $(1,\pm1)^T$ is $2\pm2s$. The plain weights are therefore $1/(1\pm s)$. For $s>0$ the even level is undercounted and the odd one overcounted, so no common factor repairs the spectrum. The total weight is $2/(1-s^2)$ instead of 2.

In general, (\ref{norm}) gives $S^{-1}=CC^\dagger$, so the plain weights add up to $\operatorname{Tr}(CC^\dagger)=\operatorname{Tr}S^{-1}$ instead of $N$. For one random pair of complex Hermitian matrices with $N=6$, numerical integration over energy gave 6.000 for $\operatorname{Tr}(GS)$ and 5.319 for the plain trace. The separately computed $\operatorname{Tr}S^{-1}$ was also 5.319.

\section{What a change of basis reveals}

A number of states cannot depend on the functions used to span the same space. Let $\phi'_j=\sum_i\phi_iT_{ij}$ with $T$ invertible. Then $S'=T^\dagger ST$, $H'=T^\dagger HT$ and $G'=T^{-1}G(T^\dagger)^{-1}$. Hence
\begin{align}
\operatorname{Tr}(G'S')&=\operatorname{Tr}(T^{-1}GST)=\operatorname{Tr}(GS),\\
\operatorname{Tr}G'&=\operatorname{Tr}\!\left[G(TT^\dagger)^{-1}\right].
\end{align}
The second trace is preserved by unitary $T$, but not by a general one. Doubling every basis function divides it by four and leaves the physics untouched.

The conventions under which a plain trace is correct follow at once. With symmetrically orthogonalized functions, $T=S^{-1/2}$ and $G'=S^{1/2}GS^{1/2}$, whose trace is $\operatorname{Tr}(GS)$. Some calculations use the matrix
\begin{equation}
(z-S^{-1}H)^{-1}=\left[S^{-1}(zS-H)\right]^{-1}=GS .
\end{equation}
Its plain trace is also correct, because the overlap is already inside. One must therefore ask which matrix is called the Green function before adding a factor $S$.

\section{Counting in space and in an open device}

For real basis functions and a real symmetric $H$, the local density of states is
\begin{equation}
\rho(x,E)=-\frac1\pi\operatorname{Im}\sum_{ij}\phi_i(x)G_{ij}\phi_j(x).
\end{equation}
This is (\ref{spectral}) written as $\sum_n|\psi_n(x)|^2\delta(E-E_n)$. For complex matrices, $\operatorname{Im}G$ is replaced by $(G-G^\dagger)/(2i)$ and the second function, $\phi_j$, by $\phi_j^*$. Integration over all space turns the products of functions into $S$. Integration over a region $R$ gives
\begin{equation}
D_R=-\frac1\pi\operatorname{Im}\operatorname{Tr}(GW),\qquad
W_{ij}=\int_R\phi_i\phi_j\,dx .
\label{region}
\end{equation}

An open device needs more care. Write $M=zS-H$ and divide the basis into device $D$ and leads $L$. The two block equations for a source in the device are
\begin{align}
M_{DD}G_{DD}+M_{DL}G_{LD}&=1,\\
M_{LD}G_{DD}+M_{LL}G_{LD}&=0 .
\end{align}
With $g=M_{LL}^{-1}$, the second gives $G_{LD}=-gM_{LD}G_{DD}$. Substitution in the first gives
\begin{equation}
G_{DD}=(M_{DD}-\Sigma)^{-1},\qquad \Sigma=M_{DL}gM_{LD}.
\end{equation}
The overlap between device and lead thus enters $\Sigma$ through $M_{DL}=zS_{DL}-H_{DL}$.

Three legitimate counts now differ. The states within a length of wire follow from (\ref{region}). For real matrices, the Mulliken count, which assigns overlap charge to basis functions, uses $\operatorname{Tr}(G_{DD}S_{DD}+G_{DL}S_{LD})$. The third count is the total minus that of the isolated leads. To find it, take long finite leads and use $\det M=\det M_{LL}\det(M_{DD}-\Sigma)$. Because $d\ln\det M/dz=\operatorname{Tr}(M^{-1}dM/dz)=\operatorname{Tr}(GS)$, differentiation gives
\begin{equation}
\operatorname{Tr}(GS)-\operatorname{Tr}(gS_{LL})
=\operatorname{Tr}\!\left[G_{DD}\left(S_{DD}-\frac{d\Sigma}{dz}\right)\right].
\end{equation}
The leads are made infinite at $\eta>0$, and then $\eta\to0^+$. The derivative term contains both the overlap between device and leads and the change that the connection makes to the states in the leads. Putting $S$ into a device trace is therefore necessary, but one must still say which count is meant.

\section{Finite elements: refinement does not help}

Consider one subband of mass $m$ on a uniform mesh $x_i=ia$. Each basis function is a triangle of height $h$ at its own node, falling linearly to zero at the two neighbours. Its squared norm is $2ah^2/3$, so normalization requires $h^2=3/(2a)$. The overlap of neighbours is $ah^2/6=1/4$. The slopes are $\pm h/a$, and with $t=\hbar^2/(2ma^2)$ the kinetic energy $(\hbar^2/2m)\int\phi_i'\phi_j'\,dx$ has the elements
\begin{equation}
H_{ii}=\frac{\hbar^2}{2m}\frac{2h^2}{a}=3t,\qquad
H_{i,i\pm1}=-\frac{\hbar^2}{2m}\frac{h^2}{a}=-\frac{3t}{2}.
\end{equation}

For a Bloch state $c_j\propto e^{ikja}$ in a flat potential, $Hc=ESc$ becomes
\begin{equation}
E(k)=\frac{3t(1-\cos ka)}{S(k)},\qquad S(k)=1+\tfrac12\cos ka .
\end{equation}
Normalization $S(k)\,c^\dagger c=1$ gives the plain weight $1/S(k)$. Solving the dispersion for the cosine gives
\begin{equation}
\cos ka=\frac{3t-E}{3t+E/2},\qquad
S(k)=\frac{9t/2}{3t+E/2},
\end{equation}
and therefore
\begin{equation}
\frac1{S(k)}=\frac23+\frac{E}{9t}.
\label{weight}
\end{equation}
The weight runs from $2/3$ at the band bottom to 2 at the top, $E=12t$. It equals 1 at $E=3t$, an accidental agreement at one energy. At fixed physical energy, $t$ grows as $a^{-2}$ on refinement, and the weight tends to $2/3$. The plain trace converges, but to the wrong number.

This is not special to a flat potential. Between two nodes, $\psi$ is linear. With end values $\psi_0$ and $\psi_1$,
\begin{align}
\int|\psi|^2dx&=\frac a3\left(|\psi_0|^2+|\psi_1|^2+\operatorname{Re}\psi_0^*\psi_1\right)\nonumber\\
&=\frac a2\left(|\psi_0|^2+|\psi_1|^2\right)-\frac a6|\psi_1-\psi_0|^2 .
\end{align}
Here $|\psi_1-\psi_0|^2=a\int|\psi'|^2dx$ over the element. Add all elements of a region bounded by nodes, and use $\psi(x_i)=hc_i$. With half weight for the two end nodes, marked by a prime on the sum,
\begin{equation}
{\sum_i}'|c_i|^2=\frac23\left[\int_R|\psi|^2dx+\frac{a^2}{6}\int_R|\psi'|^2dx\right].
\label{identity}
\end{equation}
For a state that varies slowly over one element the last term is small, whatever the potential. The missing third is the price of treating $|c_i|^2$ as a probability when the probability near a node is about $a|\psi(x_i)|^2=\tfrac32|c_i|^2$.

\section{Why the current gives no warning}

In each flat lead let $\tau=z/4+3t/2$ be the off-diagonal element of $M$. The outgoing solution obeys $c_{N+1}=-g_s\tau c_N$, where $g_s$ is the end element of $g$ and $\Sigma=\tau^2g_s$ is the self-energy at that contact. For a propagating wave $c_{N+1}=e^{i\theta}c_N$, with $\theta=ka$, so $\Sigma=-\tau e^{i\theta}$ and $\Gamma=-2\operatorname{Im}\Sigma=2\tau\sin\theta$.

Send a wave of unit amplitude from the left, so that $c_1=1+r$ and
\begin{equation}
c_0=e^{-i\theta}+re^{i\theta}=e^{i\theta}c_1-2i\sin\theta .
\end{equation}
The first row of $Mc=0$ reads $\tau c_0+M_{11}c_1+M_{12}c_2=0$. Inserting $c_0$ gives
\begin{equation}
(M_{11}-\Sigma)c_1+M_{12}c_2=2i\tau\sin\theta=i\Gamma .
\end{equation}
The other rows have no source once the right lead is replaced by its own $\Sigma$. Hence $c_N=i\Gamma G_{N1}$. The leads are identical, so the velocities cancel and
\begin{equation}
\mathcal T=|c_N|^2=\Gamma^2|G_{N1}|^2 .
\end{equation}
No further factor $S$ appears, provided $\Sigma$ was built with the overlap. A calculation in a prescribed potential can thus give the right current while its charge is wrong by a third.

\section{A nanowire transistor in numbers}

Take a [100] silicon wire, 3 nm wide, at 300 K and vanishing bias. One subband is kept, with the rough transverse mass $0.19\,m_e$ and degeneracy $g_d=8$ from two spins and four valleys. Energies are measured from the subband edge in the source. The barrier is $V(x)=V_0\cos^2(\pi x/b)$ for $|x|<b/2$, with $V_0=0.20$ eV and $b=20$ nm, so it is 10 nm wide at half height. States are counted in a 30 nm region centred on it, between semi-infinite flat leads. The Fermi level is $\mu=0.03$ eV.

At $E=0.10$ eV the counts per spin and valley are
\begin{center}
\begin{tabular}{cccc}
$a$ (nm) & with $W$ (eV$^{-1}$) & plain (eV$^{-1}$) & ratio\\
0.500 & 28.06 & 18.99 & 0.6770\\
0.250 & 28.24 & 18.90 & 0.6693\\
0.125 & 28.29 & 18.88 & 0.6673
\end{tabular}
\end{center}
The plain count gives half weight to the end nodes, as in (\ref{identity}), so both columns refer to the same length. The excess of the ratio over $2/3$ falls from 0.0103 to 0.0026 and 0.0007, about fourfold at each halving of $a$, as the $a^2$ term requires. Scattering states obtained by integrating the continuum Schr\"odinger equation give 28.30 eV$^{-1}$. They also give $\mathcal T=2.233\times10^{-5}$, against $2.230\times10^{-5}$ from the Green matrix on the finest mesh.

On that mesh the Mulliken count is 28.42 eV$^{-1}$ and the total minus isolated leads is 29.87 eV$^{-1}$. These answer different questions from the region count of 28.29 eV$^{-1}$. None is near 18.88 eV$^{-1}$.

With the Fermi function $f$, the number of electrons in the region is
\begin{equation}
N_e=g_d\int D_R(E)f(E)\,dE=13.80 ,
\end{equation}
and the continuum calculation also gives 13.80. The plain trace gives 9.20, a ratio of 0.667.

Now let the wrong charge act. In the flat source the correct line density is 0.890 nm$^{-1}$, which over $9\ \mathrm{nm^2}$ is $9.9\times10^{19}\ \mathrm{cm^{-3}}$. Suppose the donors fix this density. The plain trace finds only 0.594 nm$^{-1}$ at $\mu=0.030$ eV and reaches neutrality at $\mu'=0.0634$ eV, a false shift of 33.4 meV.

Two limits help to read this shift. For a nondegenerate source, density varies as $e^{\mu/k_BT}$, and a missing factor $2/3$ costs $k_BT\ln(3/2)=25.85\times0.405=10.5$ meV. At zero temperature a parabolic one-dimensional band has density proportional to $\sqrt\mu$. Then $\mu'=(3/2)^2\mu=67.5$ meV, a shift of 37.5 meV. The computed value happens to lie between them. With $\mu$ only slightly above $k_BT$ neither limit strictly applies, and they are not bounds: for a Fermi level nearer the subband edge the shift at 300 K exceeds both.

The small-bias ballistic conductance is
\begin{equation}
\mathcal G=\frac{g_de^2}{h}\int\mathcal T(E)\left(-\frac{\partial f}{\partial E}\right)dE .
\end{equation}
Holding the barrier fixed relative to the source subband edge, it rises from 0.563 to 2.03 $\mu$S, a factor of 3.6. If all transmitted electrons lay far above the Fermi level, the factor would be $e^{33.4/25.85}=3.64$, slightly above the computed value. The estimate is an upper limit, because $-\partial f/\partial E$ grows less than exponentially with $\mu$ for electrons near the Fermi level. For a nondegenerate source the same argument would give 1.5. The factor 3.6 belongs to this assumption and is the extreme case. In a device at fixed gate voltage the contact fixes $\mu$, and a well-coupled gate holds the barrier top nearly fixed relative to $\mu$. The false shift then mostly lowers the source subband edge, electrons passing over the barrier are occupied almost as before, and the conductance of this off state changes little. The self-consistent response is not calculated here. The remaining printed values are in the numerical output.

\section{The model beside a real device}

The source density is in the rough range of heavily doped silicon contacts, but the 3 nm square wire and the 10 nm barrier are illustrative choices, not the dimensions of a particular device. The assumption most plainly broken is ballistic motion. A rough mobility of 200 cm$^2$/(V\,s) implies, for nondegenerate electrons, a mean free path $\ell$ of about 8 nm, and the simple estimate $\ell/(\ell+10\ \mathrm{nm})$ lowers the current to roughly half its ballistic value. This estimate is meant for electrons passing over the barrier, whereas more than a third of the computed conductance comes from energies below its top. Higher subbands, estimated with hard walls and parabolic bands, would add about 2\% to the source charge, and more at the false Fermi level, which reduces the false shift. A rough nonparabolicity of 0.5 eV$^{-1}$ narrows the subband spacings and brings this to several percent. It also raises the transport mass by roughly a quarter and the nondegenerate density by roughly a tenth. For a rough 1 nm oxide, a uniform line of electrons with the density found at the barrier centre would shift the potential by under 1 meV. The density rises several hundredfold towards the source, however, so the electrons on the flanks matter more, and their effect on the shape of the barrier is not calculated. Disorder matters too: 10 nm of this source holds only about nine donors, and their individual potentials are absent.

These corrections move the density and the conductance, and the factor 3.6 with them. They do not rescue the plain trace. Identity (\ref{identity}) concerns the expansion of a state in normalized linear elements, not the mass or the barrier, so on a one-dimensional mesh a smooth single-band state still loses one third of its norm. On a uniform mesh in any dimension the weight of a smooth state is $\int\phi_i^2/\int\phi_i$ for an element function of unit height. This is $2/3$ on a line, $1/2$ for linear triangles and $(2/3)^3\approx0.30$ for trilinear bricks. In another basis the error has another size and may change sign with energy, as the two orbitals showed. The remedy is the same: the overlap that defines the norm of a state must also appear when states are counted.

\section*{Table of computed values}
\begin{verbatim}
Random closed test, number of states: 6
Random test, integrated Tr(GS) count: 6
Random test, integrated plain-trace count: 5.3194
Random test, Tr(S^-1): 5.3194
Transverse mass (rough): 0.19 m_e
Longitudinal mass (rough): 0.92 m_e
Wire width: 3 nm
Device region length: 30 nm
Barrier height: 0.2 eV
Barrier full base: 20 nm
Barrier width at half height: 10 nm
Source Fermi level above subband edge: 0.03 eV
Temperature: 300 K
Thermal energy kT: 0.025852 eV
Spin-valley degeneracy: 8
Final mesh spacing: 0.125 nm
hbar^2/(2 m a^2) on final mesh: 12.834 eV
Energy for DOS comparison: 0.1 eV
Mesh 0.500 nm: region DOS 28.05690 /eV, plain trace 18.99484 /eV, ratio 0.67701
Mesh 0.250 nm: region DOS 28.23966 /eV, plain trace 18.89970 /eV, ratio 0.66926
Mesh 0.125 nm: region DOS 28.28706 /eV, plain trace 18.87640 /eV, ratio 0.66732
Continuum scattering-state region DOS: 28.303 /eV
Device-block Tr(G_D S_D) count: 28.373 /eV
Device Mulliken DOS: 28.419 /eV
Total DOS minus isolated leads: 29.872 /eV
Transmission, finite elements: 2.2298e-05
Transmission, continuum: 2.2335e-05
Electrons in region, with overlap: 13.799
Electrons in region, continuum check: 13.802
Electrons in region, plain trace: 9.2015
Plain/correct electron-number ratio: 0.66684
Source line density, with overlap: 0.89006 /nm
Source line density, plain trace: 0.59353 /nm
Equivalent source volume density: 9.8895e+19 cm^-3
Fermi level forced by plain trace: 0.063385 eV
False Fermi-level shift: 33.385 meV
Ballistic conductance, correct Fermi level: 0.56309 microS
Ballistic conductance, false Fermi level: 2.0303 microS
False/correct conductance ratio: 3.6057
Conductance share below barrier top: 39.516 %
Next subband spacing, same valleys: 0.13624 eV
Offset of other valley pair: 0.17449 eV
Neglected upper-subband charge / source charge: 1.8507 %
Nonparabolicity input (rough): 0.5 /eV
Nonparabolic transport-mass factor: 1.2372
Nondegenerate density factor from that mass: 1.1123
Electron line density at barrier centre: 0.0019353 /nm
Oxide thickness (rough): 1 nm
Oxide relative permittivity (rough): 3.9
Neglected electron potential at barrier: 0.73003 meV
Mobility input (rough): 200 cm^2/(V s)
Estimated mean free path: 8.3779 nm
Estimated current factor from scattering: 0.45587
\end{verbatim}
